# The CIS(D) Correction and Its Use in Double-Hybrid Excitation Energies, part 1

(Sections cited here and not found follow in the second part.)

The general shape of a second-order correction to an excitation energy can be anticipated from symmetry and dimension, although such arguments fix the denominators only up to changes of higher order. Let the excited state be described at lowest level by a normalised vector $x_i^a$ of single-excitation amplitudes with excitation energy $\omega$. The overall sign of $x$ has no meaning, so the correction is even in $x$, and as a shift of an eigenvalue it is a quadratic form in $x$. Second order in the electron interaction means two two-electron integrals $g$, each an energy, so one energy denominator is needed to leave an energy. A two-body operator changes the excitation level by at most two, so it connects a single excitation to the reference, to singles, to doubles and to triples. The coupling to the reference vanishes in the partition used below, and the coupling among singles is already contained in $\omega$. A doubly excited intermediate lies at $D_2-\omega$ above the state, where $D_2$ is its orbital-energy gap, and gives a term of the form $(xg)^2/(D_2-\omega)$. A triply excited intermediate is a single excitation accompanied by a pair excitation; since $\omega$ equals the single's gap at zeroth order, $D_3-\omega$ reduces to a pair gap and the term has the form $x\,x\,g\,g/D_2$. The correction must also be unchanged by a distant spectator molecule, which forces every integral to be linked to $x$ through shared indices. These two structures are the direct and indirect terms of CIS(D). The index patterns, signs and factors require a derivation, and the use of the result in a double hybrid requires one further step that is an assumption.

Hartree atomic units and real spin orbitals are used. The reference $|0\rangle$ is a closed-shell determinant with occupied orbitals $i,j,k,l,m$ and virtual orbitals $a,b,c,d,e$; the operators $\hat p^\dagger,\hat p$ create and destroy an electron in orbital $p$, so $\hat a|0\rangle=0$ and $\hat i^\dagger|0\rangle=0$. The integrals are $\langle pq\|rs\rangle=(pr|qs)-(ps|qr)$, antisymmetric within each pair and symmetric under exchange of bra and ket. The model Hamiltonian is

$$H(\lambda)=H_0+\lambda W,\qquad H_0=\sum_p\varepsilon_p\{\hat p^\dagger\hat p\},\qquad W=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{\hat p^\dagger\hat q^\dagger\hat s\,\hat r\},$$

where braces denote normal order with respect to $|0\rangle$: the operators $\hat a$ and $\hat i^\dagger$, which kill $|0\rangle$, are moved to the right with the sign of the permutation. With canonical Hartree–Fock orbitals and $\lambda=1$ this is the true Hamiltonian minus the Hartree–Fock energy. Excited determinants are $|\mu\rangle=\tau_\mu|0\rangle$, with $\tau_i^a=\hat a^\dagger\hat i$, $\tau_{ij}^{ab}=\hat a^\dagger\hat b^\dagger\hat j\,\hat i$ and so on. All $\tau_\mu$ are even products of the mutually anticommuting operators $\hat a^\dagger$ and $\hat i$, so they commute with one another. Since $[H_0,\hat a^\dagger]=\varepsilon_a\hat a^\dagger$ and $[H_0,\hat i]=-\varepsilon_i\hat i$, one has $[H_0,\tau_\mu]=D_\mu\tau_\mu$, with $D_i^a=\varepsilon_a-\varepsilon_i$ and $D_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. A positive gap between occupied and virtual levels is assumed. The interaction is split as $W=\sum_{k=-2}^{2}W_k$, where $W_k$ changes the excitation level by $k$. The piece $W_{+2}=\tfrac14\sum\langle ab\|ij\rangle\tau_{ij}^{ab}$ is a pure excitation operator. Every other piece contains at least one operator that kills $|0\rangle$, standing on the right, so $W_k|0\rangle=0$ for $k<2$. In particular $W$ does not couple $|0\rangle$ to singles, for any choice of orbitals.

If the exact ground state overlaps $|0\rangle$, it can be written $e^T|0\rangle$ with $T=\sum_\mu t_\mu\tau_\mu$ running over all excitation levels. The operator $\bar H=e^{-T}He^{T}$ has the spectrum of $H$ and obeys $\bar H|0\rangle=E|0\rangle$. In the determinant basis its first column is therefore $(E,0,0,\dots)$, the matrix is block triangular, and the remaining eigenvalues are those of the block between excited determinants. That block is

$$\langle\mu|\bar H\tau_\nu|0\rangle=\langle\mu|[\bar H,\tau_\nu]|0\rangle+\langle\mu|\tau_\nu\bar H|0\rangle=A_{\mu\nu}+E\,\delta_{\mu\nu},$$

so the exact excitation energies are the eigenvalues of $A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle$. The ground-state energy has been removed exactly, before any expansion.

The commutator series for $e^{-T}H_0e^{T}$ stops after $[H_0,T]=\sum D_\mu t_\mu\tau_\mu$, because this is an excitation operator and commutes with $T$. Hence $\bar H=H_0+[H_0,T]+\lambda(W+[W,T]+\dots)$, and the conditions $\langle\mu|\bar H|0\rangle=0$ read $D_\mu t_\mu+\lambda\langle\mu|W+[W,T]+\dots|0\rangle=0$. At first order only $W_{+2}|0\rangle$ contributes, so $T=\lambda T_2+O(\lambda^2)$ with

$$T_2=\tfrac14\sum t_{ij}^{ab}\,\tau_{ij}^{ab},\qquad t_{ij}^{ab}=-\frac{\langle ab\|ij\rangle}{D_{ij}^{ab}}.$$

Here and below the rule is used that a vector $\tfrac14\sum u_{ij}^{ab}\tau_{ij}^{ab}|0\rangle$ with $u$ antisymmetric in $ij$ and in $ab$ has the component $u_{ij}^{ab}$ on the determinant $\tau_{ij}^{ab}|0\rangle$, because four terms of the unrestricted sum give that determinant. All other amplitudes, singles included, start at $\lambda^2$ or later, and since they enter $A$ only multiplied by $\lambda W$ (the term $[[H_0,T],\tau_\nu]$ is zero, both entries being excitation operators), they appear at $\lambda^3$ or later. Thus

$$A_{\mu\nu}=D_\mu\delta_{\mu\nu}+\lambda\langle\mu|[W,\tau_\nu]|0\rangle+\lambda^2\langle\mu|[[W,T_2],\tau_\nu]|0\rangle+O(\lambda^3).$$

In the first-order term $W_{+2}$ commutes with $\tau_\nu$ and drops out, while for the other pieces $\tau_\nu W_k|0\rangle=0$. The first-order term is therefore $\langle\mu|W-W_{+2}|\nu\rangle$. With blocks labelled by excitation level, this says that $A_{12}$, $A_{21}$ and $A_{13}$ are of order $\lambda$, but $A_{31}$, which would need $W_{+2}$, is of order $\lambda^2$, and the $A_{n1}$ with $n>3$ are of that order at most. Because $T$ only raises the level, $\bar H$ lowers it by at most two and $A_{1n}=0$ for $n>3$.

Let $P$ be the singles and $Q$ all higher levels. The eigenvalue equations $A_{PP}y_P+A_{PQ}y_Q=\Omega y_P$ and $A_{QP}y_P+A_{QQ}y_Q=\Omega y_Q$ give $y_Q=-(A_{QQ}-\Omega)^{-1}A_{QP}y_P$ from the second, and then

$$\left[A_{PP}-A_{PQ}(A_{QQ}-\Omega)^{-1}A_{QP}\right]y_P=\Omega\,y_P .$$

If $\Omega$ stays away from every $D_\mu$ in $Q$, the inverse is the diagonal matrix $(D-\Omega)^{-1}$ plus $O(\lambda)$. The column $A_{QP}$ is of order $\lambda$ only in its doubles rows, so the folded term at order $\lambda^2$ passes through doubles alone; paths through triples cost $A_{13}A_{31}\sim\lambda^3$ or $A_{13}A_{32}A_{21}\sim\lambda^3$. The triples of the opening argument have moved into the $T_2$ term of $A_{11}$. The effective matrix is $C+\lambda^2M(\Omega)+O(\lambda^3)$, with $C=D+\lambda\langle\mu|W_0|\nu\rangle$ and

$$M_{\mu\nu}(\Omega)=-\sum_{\kappa\in\text{doubles}}\frac{\langle\mu|W_{-1}|\kappa\rangle\langle\kappa|W_{+1}|\nu\rangle}{D_\kappa-\Omega}+\langle\mu|[[W,T_2],\tau_\nu]|0\rangle .$$

The matrix $C$ is the CIS matrix. The parts of $W_0$ with four virtual or four occupied indices need two particles or two holes and kill a single. The mixed part collects four equal terms of the sum, $\sum\langle aj\|ib\rangle\{\hat a^\dagger\hat j^\dagger\hat b\,\hat i\}=\sum\langle aj\|ib\rangle\,\hat a^\dagger\hat i\,\hat j^\dagger\hat b$, where $\hat i$ has passed two operators. Since $\hat j^\dagger\hat b\,\hat d^\dagger\hat m|0\rangle=\delta_{bd}\delta_{jm}|0\rangle$, the result is $C_{ia,jb}=D_i^a\delta_{ij}\delta_{ab}+\lambda\langle aj\|ib\rangle$, a real symmetric matrix. Let $Cx=\omega x$ with $x^{T}x=1$. Multiplying the effective equation by $x^T$ from the left and using $x^TC=\omega x^T$ gives $(\Omega-\omega)\,x^Ty_P=\lambda^2x^TM(\Omega)y_P+O(\lambda^3)$. The matrix $M$ is not symmetric, but this does no harm, because only the left eigenvector of $C$ was needed. The perturbation $\lambda^2M$ changes the vector by $\lambda^2$ divided by the distance to the nearest CIS root to which it couples. If that distance is no smaller than order $\lambda$, then $y_P=x+O(\lambda)$, and since $\Omega-\omega=O(\lambda^2)$, $M(\Omega)$ may be replaced by $M(\omega)$. Therefore

$$\Omega=\omega+\lambda^2\Delta+O(\lambda^3),\qquad\Delta=x^TM(\omega)\,x=\Delta_{\rm dir}+\Delta_{\rm ind},$$

the two parts coming from the two terms of $M$. From here on $U=\sum x_i^a\,\hat a^\dagger\hat i$.

For the direct term the components of $W_{+1}U|0\rangle$ are needed. $W_{+1}$ has two kinds of term. With both creators virtual and one occupied and one virtual annihilator, two equal terms of the sum give $\tfrac12\sum\langle ab\|cj\rangle\,\hat a^\dagger\hat b^\dagger\hat j\,\hat c$, already in normal order. With both annihilators occupied and one creator of each kind, two equal terms give $\tfrac12\sum\langle ka\|ij\rangle\{\hat k^\dagger\hat a^\dagger\hat j\,\hat i\}=-\tfrac12\sum\langle ka\|ij\rangle\,\hat a^\dagger\hat j\,\hat i\,\hat k^\dagger$, the sign arising because $\hat k^\dagger$ passes three operators. The first acts through $\hat c\,\hat d^\dagger\hat i|0\rangle=\delta_{cd}\,\hat i|0\rangle$ and yields

$$\tfrac12\sum_{ijab}\xi_{ij}^{ab}\,\hat a^\dagger\hat b^\dagger\hat j\,\hat i|0\rangle,\qquad \xi_{ij}^{ab}=\sum_c\langle ab\|cj\rangle x_i^c .$$

The second acts through $\hat k^\dagger\hat b^\dagger\hat m|0\rangle=-\hat b^\dagger\hat k^\dagger\hat m|0\rangle=-\delta_{km}\hat b^\dagger|0\rangle$. The two minus signs cancel, $\hat b^\dagger$ moves left past $\hat j\,\hat i$ without a sign, and the result is the same expression with $\eta_{ij}^{ab}=\sum_k\langle ka\|ij\rangle x_k^b$ in place of $\xi$. The quantity $\xi$ is antisymmetric in $ab$ but not in $ij$; since the determinant is antisymmetric in $ij$, $\tfrac12\sum\xi_{ij}^{ab}\tau_{ij}^{ab}=\tfrac14\sum(\xi_{ij}^{ab}-\xi_{ji}^{ab})\tau_{ij}^{ab}$. The same holds for $\eta$ in the pair $ab$. Reading off components,

$$u_{ij}^{ab}=\sum_c\left[\langle ab\|cj\rangle x_i^c-\langle ab\|ci\rangle x_j^c\right]+\sum_k\left[\langle ka\|ij\rangle x_k^b-\langle kb\|ij\rangle x_k^a\right].$$

Because $W_{-1}=W_{+1}^\dagger$ and everything is real, $\langle0|U^\dagger W_{-1}|\kappa\rangle$ is the same number $u_\kappa$. Replacing the sum over distinct doubles by a quarter of the unrestricted sum,

$$\Delta_{\rm dir}=-\frac14\sum_{ijab}\frac{(u_{ij}^{ab})^2}{D_{ij}^{ab}-\omega}.$$

In the first bracket the excited electron scatters from $c$ and promotes a second electron; in the second the hole does the same. The term therefore describes the relaxation of the other electrons around the particle and the hole and their correlation with them. It is negative whenever $\omega$ lies below the smallest $D_{ij}^{ab}$. The energy of each double is measured from the excited state and not from the ground state, so the denominator is the difference $D_{ij}^{ab}-\omega$.

The indirect term is $\langle0|U^\dagger[[W,T_2],U]|0\rangle$, which expands into four products:

$$\Delta_{\rm ind}=\langle0|U^\dagger WT_2U|0\rangle-\langle0|U^\dagger T_2WU|0\rangle-\langle0|U^\dagger UWT_2|0\rangle+\langle0|U^\dagger UT_2W|0\rangle .$$

The bra $\langle0|U^\dagger$ contains singles only. The second product vanishes because $T_2$ produces level two or more, and the fourth because $UT_2$ produces level three or more. In the third, $U$ yields a single only from the reference component of $WT_2|0\rangle$, so it equals $\langle0|U^\dagger U|0\rangle E_2=E_2$ with $E_2=\langle0|WT_2|0\rangle$, the second-order ground-state energy. In the first, $T_2U|0\rangle$ is a triple and only $G\equiv W_{-2}=\tfrac14\sum\langle jk\|bc\rangle\,\hat j^\dagger\hat k^\dagger\hat c\,\hat b$ returns it to a single. So $\Delta_{\rm ind}=\langle0|U^\dagger GT_2U|0\rangle-E_2$. Writing $GT_2U=GUT_2=UGT_2+[G,U]T_2$ and using $GT_2|0\rangle=E_2|0\rangle$, the first piece gives $E_2$ and cancels the subtraction, provided $x$ is normalised to one:

$$\Delta_{\rm ind}=\langle0|U^\dagger[G,U]T_2|0\rangle .$$

The commutator with the even operator $\hat d^\dagger\hat m$ obeys the product rule without signs, with $[\hat b,\hat d^\dagger\hat m]=\delta_{bd}\hat m$ and $[\hat j^\dagger,\hat d^\dagger\hat m]=-\delta_{jm}\hat d^\dagger$. Of the four resulting terms, the two from $\hat j^\dagger$ and $\hat k^\dagger$ are equal after relabelling $j\leftrightarrow k$ (one sign from the integral, one from reordering the creators), and the two from $\hat c$ and $\hat b$ are equal in the same way:

$$[G,U]=-\tfrac12\sum\langle jk\|bc\rangle x_j^d\,\hat d^\dagger\hat k^\dagger\hat c\,\hat b+\tfrac12\sum\langle jk\|bc\rangle x_m^b\,\hat j^\dagger\hat k^\dagger\hat c\,\hat m .$$

In the second sum $\hat m$ is moved to the left:

$$\hat j^\dagger\hat k^\dagger\hat c\,\hat m=-\hat j^\dagger\hat k^\dagger\hat m\,\hat c=-\delta_{km}\hat j^\dagger\hat c+\hat j^\dagger\hat m\,\hat k^\dagger\hat c=-\delta_{km}\hat j^\dagger\hat c+\delta_{jm}\hat k^\dagger\hat c-\hat m\,\hat j^\dagger\hat k^\dagger\hat c .$$

The two delta terms are again equal after relabelling and together give $\sum z_{kc}\hat k^\dagger\hat c$ with $z_{kc}=\sum_{jb}\langle jk\|bc\rangle x_j^b$. All three operators in $[G,U]$ now contain the de-excitation $\hat k^\dagger\hat c$, and one identity evaluates them. From $\hat c\,\hat a^\dagger\hat e^\dagger\to\delta_{ca}\hat e^\dagger-\delta_{ce}\hat a^\dagger$ on states without further particles, $\hat c\,T_2|0\rangle=\tfrac12\sum t_{il}^{ce}\,\hat e^\dagger\hat l\,\hat i|0\rangle$. From $\hat k^\dagger\hat l\,\hat i|0\rangle=(\delta_{kl}\hat i-\delta_{ki}\hat l)|0\rangle$ and one sign for passing $\hat e^\dagger$, the two terms combine to $-\sum t_{ik}^{ce}\hat e^\dagger\hat i|0\rangle$, that is

$$\hat k^\dagger\hat c\,T_2|0\rangle=\sum_{ia}t_{ik}^{ac}\,\hat a^\dagger\hat i|0\rangle .$$

The $z$ operator then gives $\sum t_{ik}^{ac}z_{kc}\,\hat a^\dagger\hat i|0\rangle$. For the operator $\hat m\,\hat j^\dagger\hat k^\dagger\hat c$ one uses $\hat m\,\hat j^\dagger\hat a^\dagger\hat i|0\rangle=-\delta_{ij}\hat m\,\hat a^\dagger|0\rangle=\delta_{ij}\hat a^\dagger\hat m|0\rangle$, so it contributes $-\tfrac12\sum\langle jk\|bc\rangle t_{jk}^{ac}x_m^b\,\hat a^\dagger\hat m|0\rangle$. For $\hat d^\dagger\hat k^\dagger\hat c\,\hat b=\hat d^\dagger\hat b\,\hat k^\dagger\hat c$ ($\hat b$ passes two operators) one uses $\hat d^\dagger\hat b\,\hat a^\dagger\hat i|0\rangle=\delta_{ab}\hat d^\dagger\hat i|0\rangle$, giving $-\tfrac12\sum\langle jk\|bc\rangle t_{ik}^{bc}x_j^d\,\hat d^\dagger\hat i|0\rangle$. Projecting on $\langle0|U^\dagger$,

$$\Delta_{\rm ind}=\sum_{ia}x_i^a\,v_i^a,\qquad v_i^a=\sum_bR_{ab}\,x_i^b+\sum_jR_{ij}\,x_j^a+\sum_{kc}t_{ik}^{ac}z_{kc},$$

$$R_{ab}=-\tfrac12\sum_{jkc}\langle jk\|bc\rangle t_{jk}^{ac},\qquad R_{ij}=-\tfrac12\sum_{kbc}\langle jk\|bc\rangle t_{ik}^{bc}.$$

The three contributions to $\Delta_{\rm ind}$ are called $\Delta_{vv}$, $\Delta_{oo}$ and $\Delta_z$. The same identity, with $\hat j^\dagger\hat k^\dagger\hat c\,\hat b=\hat j^\dagger\hat b\,\hat k^\dagger\hat c$, gives $E_2=\tfrac14\sum\langle jk\|bc\rangle t_{jk}^{bc}$, the MP2 energy expression.

The limit of a single excited determinant, $x_i^a=1$ for one pair, shows what the term means. $E_2$ is a sum of negative contributions $-\langle jk\|bc\rangle^2/D_{jk}^{bc}$ over distinct doubles. Then $R_{aa}=\tfrac12\sum_{jkc}\langle jk\|ac\rangle^2/D_{jk}^{ac}$ is minus the sum of those that place an electron in $a$, which the Pauli principle forbids once $a$ is filled. Likewise $R_{ii}$ is minus the sum of those that take an electron from $i$, which is now empty. Doubles that do both have been removed twice, and $\Delta_z=-\sum_{kc}\langle ik\|ac\rangle^2/D_{ik}^{ac}$ restores them once. The indirect term is then the ground-state pair correlation that the excitation blocks, and it is non-negative. For a mixed $x$ the off-diagonal elements enter and the sign is no longer guaranteed, though it is positive in every case below. The denominators in $t$ contain no $\omega$.

The direct and indirect terms of CIS(D) have now been derived in spin orbitals, and together they give the excitation energy of the model Hamiltonian correctly through second order in $\lambda$. What remains is the closed-shell form, size intensivity, the further assumption that carries the correction into a double hybrid, and the numerical tests, worked example and conditions of failure.
